# The erfc-screened enhancement factor of the Henderson-Janesko-Scuseria exchange hole: a numerical check

```python
"""HJS model exchange hole: closed-form erfc-screened enhancement factor F(s,nu).
Tests: quadrature of the hole vs closed forms (normalization, I1, I3, I5, K, F, M4),
symbolic derivatives and large-nu series, high-precision limits nu->0 and nu->inf,
and libxc (GGA_X_HJS_PBE, GGA_X_PBE). Worked example: Ni-like density, s = 1."""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc, spherical_jn
from scipy.constants import physical_constants as pc
from pyscf.dft import libxc

mp.mp.dps = 50
BOHR = pc['Bohr radius'][0] * 1e10
HA = pc['Hartree energy in eV'][0]
A, B, C, D = [mp.mpf(x) for x in ('0.757211', '-0.106364', '-0.118649', '0.609650')]
KAPPA, MU = 0.804, 0.2195149727645171
RPI = mp.sqrt(mp.pi)

def coefficients(s, z):
    s, z = mp.mpf(s), mp.mpf(z)
    eta, lam = A + z, D + z
    cb = C - s**2 / (27 * (1 + s**2 / 4)) - z / 2
    eb = (-2*cb*lam/5 - 4*B*lam**2/15 - 6*A*lam**3/5
          - lam**3*mp.sqrt(lam)*(4*RPI/5 + 12*(mp.sqrt(z) - mp.sqrt(eta))/5))
    return eta, lam, cb, eb

def f_terms(s, z, nu):
    z, nu = mp.mpf(z), mp.mpf(nu)
    eta, lam, cb, eb = coefficients(s, z)
    rz, re, rl = [mp.sqrt(t + nu**2) for t in (z, eta, lam)]
    chi = nu / rl
    return [A, -4*B*(1 - chi)/(9*lam), -2*cb*(2 - 3*chi + chi**3)/(9*lam**2),
            -eb*(8 - 15*chi + 10*chi**3 - 3*chi**5)/(9*lam**3), 2*nu*(rz - re),
            2*z*mp.log((nu + rz)/(nu + rl)) if z > 0 else mp.mpf(0),
            -2*eta*mp.log((nu + re)/(nu + rl))]

def f_closed(s, z, nu):
    return mp.fsum(f_terms(s, z, nu))

def make_hole(s, z):
    """J(y) in floats, rearranged near y = 0 to avoid cancellation of the poles."""
    _, _, cb, eb = [float(x) for x in coefficients(s, z)]
    a, b, d, z = float(A), float(B), float(D), float(z)
    def hole(y):
        v = y * y
        if v < 0.5:
            p2 = sum((-a*v)**k / math.factorial(k + 2) for k in range(16))
            p1 = sum((-d*v)**k / math.factorial(k + 1) for k in range(16))
            sing = 2.25 * (a*a*p2 - a*d*p1)
        else:
            sing = 2.25 * (math.expm1(-a*v)/v**2 + a*math.exp(-d*v)/v)
        return (sing + (b + cb*v + eb*v*v) * math.exp(-d*v)) * math.exp(-z*v)
    return hole

def integrate(f, nu=0.0):
    pts = {0.0, 0.5, 1.0, 2.0, 4.0, 8.0, 16.0, 64.0}
    if nu > 0:
        pts |= {1/nu, 3/nu, 6/nu}
    pts = sorted(pts) + [np.inf]
    return sum(quad(f, a, b, epsabs=1e-12, epsrel=1e-11, limit=300)[0]
               for a, b in zip(pts[:-1], pts[1:]))

def f_quad(s, z, nu):
    hole = make_hole(s, z)
    return -8/9 * integrate(lambda y: y * hole(y) * erfc(nu*y), nu)

def f_pbe(s):
    return 1 + KAPPA - KAPPA / (1 + MU*s*s/KAPPA)

def solve_zeta(s, nu, target):
    return brentq(lambda z: float(f_closed(s, z, nu)) - target, 1e-10, 10, xtol=1e-15)

def f_libxc(name, s, kf, omega=None):
    n = kf**3 / (3*math.pi**2)
    rho = np.array([[n], [0.0], [0.0], [2*kf*n*s]])
    exc = libxc.eval_xc(name, rho, spin=0, deriv=1, omega=omega)[0][0]
    return exc / (-3*kf/(4*math.pi))

def taylor_j(s, z):
    j0 = 9*A**2/8 - 9*A*D/4 + B
    return j0, -3*A**3/8 + 9*A*D**2/8 - B*D + coefficients(s, z)[2] - z*j0

def m4_closed(s, z):
    eta, lam, cb, eb = coefficients(s, z)
    r = mp.sqrt(lam)
    return RPI*(-9*(1/mp.sqrt(z) - 1/mp.sqrt(eta))/8 + 9*A/(16*r**3) + 3*B/(8*r**5)
                + 15*cb/(16*r**7) + 105*eb/(32*r**9))

# symbolic: lambda-derivatives, antiderivatives, factorizations
l, n_, t, x, u, v, a, b, cb_, eb_, z_ = sp.symbols('l n t x u v a b cb eb z', positive=True)
ch = n_/sp.sqrt(l + n_**2)
I1 = (1 - ch)/(2*l)
I3 = (2 - 3*ch + ch**3)/(4*l**2)
I5 = (8 - 15*ch + 10*ch**3 - 3*ch**5)/(8*l**3)
R = sp.sqrt(l + n_**2)
residuals = [sp.diff(I1, l) + I3, sp.diff(I3, l) + I5, sp.diff(sp.log(n_ + R), l) - I1,
             sp.diff(l*sp.log(n_ + R) - R**2/2 + n_*R, l) - sp.log(n_ + R)]
for res in residuals:
    for lv, nv in ((sp.Rational(7, 10), sp.Rational(1, 3)), (3, sp.Rational(11, 5))):
        assert abs(sp.N(res.subs({l: lv, n_: nv}), 40)) < 1e-30
assert sp.expand((1 - x)**2*(2 + x) - (2 - 3*x + x**3)) == 0
assert sp.expand((1 - x)**3*(8 + 9*x + 3*x**2) - (8 - 15*x + 10*x**3 - 3*x**5)) == 0

# symbolic: series of closed form in u = 1/nu^2 vs Taylor coefficients of the hole
def poly(f, order):
    p = sum(sp.diff(f, x, k).subs(x, 0)*x**k/sp.factorial(k) for k in range(order + 1))
    return lambda arg: p.subs(x, arg)
ex, sq, isq = poly(sp.exp(-x), 4), poly(sp.sqrt(1 + x), 3), poly(1/sp.sqrt(1 + x), 3)
lg = poly(sp.log((1 + sp.sqrt(1 + x))/2), 2)
e_ = a + z_
Js = sp.expand(-sp.Rational(9, 4)*(ex(z_*v) - ex(e_*v))/v**2
               + (9*a/(4*v) + b + cb_*v + eb_*v**2)*ex(l*v))
cs = isq(l*u)
Fs = sp.expand(a - 4*b*(1 - cs)/(9*l) - 2*cb_*(2 - 3*cs + cs**3)/(9*l**2)
               - eb_*(8 - 15*cs + 10*cs**3 - 3*cs**5)/(9*l**3)
               + 2*(sq(z_*u) - sq(e_*u))/u
               + 2*z_*(lg(z_*u) - lg(l*u)) - 2*e_*(lg(e_*u) - lg(l*u)))
assert Js.coeff(v, -1) == 0 and Js.coeff(v, -2) == 0
assert Fs.coeff(u, -1) == 0 and sp.expand(Fs.coeff(u, 0)) == 0
assert sp.expand(Fs.coeff(u, 1) + 2*Js.coeff(v, 0)/9) == 0
assert sp.expand(Fs.coeff(u, 2) + Js.coeff(v, 1)/6) == 0

# elementary integrals by quadrature
for lv, nv, tv in ((0.64, 0.07, 0.03), (1.3, 2.0, 2.1)):
    for p, expr in ((1, I1), (3, I3), (5, I5)):
        q = integrate(lambda y: y**p*math.exp(-lv*y*y)*erfc(nv*y), nv)
        assert abs(q - float(expr.subs({l: lv, n_: nv}))) < 1e-10
    q = integrate(lambda y: (math.expm1(-tv*y*y) - math.expm1(-lv*y*y))/y*erfc(nv*y), nv)
    assert abs(q - math.log((nv + math.hypot(nv, lv**.5))/(nv + math.hypot(nv, tv**.5)))) < 1e-10
for p, val in ((1, 0.25), (3, 0.1875)):
    assert abs(integrate(lambda y: y**p*erfc(y)) - val) < 1e-11

# normalization, F on a grid, both limits
err_norm = err_f = 0.0
for s in (0.0, 0.5, 1.0, 2.0, 4.0):
    z = solve_zeta(s, 0, f_pbe(s)) if s > 0 else 0.0
    hole = make_hole(s, z)
    err_norm = max(err_norm, abs(4/(3*math.pi)*integrate(lambda y: y*y*hole(y)) + 1))
    for nu in (0.0, 0.01, 0.1, 0.5, 1.0, 3.0, 10.0):
        err_f = max(err_f, abs(f_quad(s, z, nu) - float(f_closed(s, z, nu))))
    j0, j2 = taylor_j(s, z)
    h = 1e-3
    assert abs(hole(0.0) - j0) < 1e-13 and abs((hole(h) - hole(0.0))/h**2 - j2) < 1e-5
    big = mp.mpf(10)**5
    assert abs(big**2*f_closed(s, z, big) + 2*j0/9) < 1e-10
    assert abs(big**4*(f_closed(s, z, big) + 2*j0/(9*big**2)) + j2/6) < 1e-9
    if z > 0:
        co = mp.taylor(lambda w: f_closed(s, z, w), 0, 4)
        m4 = integrate(lambda y: y**4*hole(y))
        assert abs(m4 - m4_closed(s, z)) < 1e-8
        assert abs(co[1] + 4*RPI/3) < 1e-20 and abs(co[2]) < 1e-15 and abs(co[4]) < 1e-12
        assert abs(co[3] + 16*m4/(27*RPI)) < 1e-8
assert err_norm < 1e-9 and err_f < 1e-9
tiny = mp.mpf(10)**-12
quad_coef = (f_closed(0, 0, tiny) - f_closed(0, 0, 0) + 4*RPI/3*tiny)/tiny**2
assert abs(quad_coef - 2) < 1e-10
j00, j20 = taylor_j(0, 0)
# constants carry six digits, so the uniform-gas constraints hold to about 1e-6
assert abs(j00 + 0.5) < 1e-5 and abs(j20 - 0.1) < 1e-5 and abs(f_closed(0, 0, 0) - 1) < 1e-5

# libxc: infer its zeta at nu = 0.05, predict other nu; root zeta differs by fit error only
OM = 0.11
err_lib = err_fit = 0.0
for s in (0.5, 1.0, 2.0):
    assert abs(f_libxc('GGA_X_PBE', s, 1.0) - f_pbe(s)) < 1e-9
    zl = solve_zeta(s, 0.05, f_libxc('GGA_X_HJS_PBE', s, OM/0.05, OM))
    zr = solve_zeta(s, 0, f_pbe(s))
    for nu in (0.02, 0.2, 0.7, 2.0):
        fl = f_libxc('GGA_X_HJS_PBE', s, OM/nu, OM)
        err_lib = max(err_lib, abs(fl - float(f_closed(s, zl, nu))))
        err_fit = max(err_fit, abs(fl - float(f_closed(s, zr, nu))))
assert err_lib < 1e-8 and err_fit < 1e-3

print(f"1 bohr = {BOHR:.6f} angstrom, 1 hartree = {HA:.6f} eV")
print(f"inputs A,B,C,D = {float(A)}, {float(B)}, {float(C)}, {float(D)}")
print(f"PBE target: kappa = {KAPPA}, mu = {MU:.6f}")
print(f"s=0: J0 = {float(j00):.7f}, J2 = {float(j20):.7f}, Ebar = {float(coefficients(0, 0)[3]):.7f}")
print(f"s=0: F0 = {float(f_closed(0, 0, 0)):.7f}, nu^2 coefficient = {float(quad_coef):.8f}")
print(f"universal slope -4 sqrt(pi)/3 = {float(-4*RPI/3):.6f}")
print(f"max error normalization (quadrature) = {err_norm:.1e}")
print(f"max |F closed - F quadrature| = {err_f:.1e}")
print(f"max |F - libxc|: inferred zeta {err_lib:.1e}, root zeta {err_fit:.1e}")

# worked example
a_lat, s = 3.52, 1.0
n = 40/(a_lat/BOHR)**3
kf = (3*math.pi**2*n)**(1/3)
e_lda = -3*kf/(4*math.pi)
z = solve_zeta(s, 0, f_pbe(s))
eta, lam, cb, eb = [float(q) for q in coefficients(s, z)]
j0, j2 = [float(q) for q in taylor_j(s, z)]
m4 = float(m4_closed(s, z))
c3 = -16*m4/(27*float(RPI))
f0 = float(f_closed(s, z, 0))
print(f"example: a = {a_lat} angstrom = {a_lat/BOHR:.5f} bohr, 40 electrons per cell, s = {s}")
print(f"n = {n:.6f} bohr^-3 = {n/BOHR**3:.5f} angstrom^-3")
print(f"kF = {kf:.6f} bohr^-1 = {kf/BOHR:.5f} angstrom^-1, |grad n| = {2*kf*n*s:.6f} bohr^-4")
print(f"eps_LDA = {e_lda:.6f} hartree = {e_lda*HA:.4f} eV")
print(f"F_PBE(1) = {f_pbe(s):.6f}, zeta = {z:.6f}, sqrt(zeta) = {z**.5:.6f}")
print(f"eta = {eta:.6f}, lambda = {lam:.6f}, Cbar = {cb:.6f}, Ebar = {eb:.6f}")
print(f"J0 = {j0:.6f}, J2 = {j2:.6f}, M4 = {m4:.6f}, c3 = {c3:.6f}")
print(f"large-nu coefficients: -2J0/9 = {-2*j0/9:.6f}, -J2/6 = {-j2/6:.6f}")
names = ('A', 'B term', 'C term', 'E term', 'root term', 'zeta log', 'eta log')
nu = OM/kf
print(f"omega = {OM} bohr^-1: nu = {nu:.6f}, chi = {nu/math.sqrt(lam + nu*nu):.6f}")
print("R_zeta, R_eta, R_lambda = " + ", ".join(f"{math.sqrt(q + nu*nu):.6f}" for q in (z, eta, lam)))
for nm, t0, t1 in zip(names, f_terms(s, z, 0), f_terms(s, z, nu)):
    print(f"  {nm}: {float(t0):+.6f} (omega=0), {float(t1):+.6f} (omega={OM})")
print(f"libxc HJS-PBE (fitted H) at omega={OM}: F = {f_libxc('GGA_X_HJS_PBE', s, kf, OM):.6f}")
for om in (0.0, 0.11, 0.4, 2.0, 10.0):
    nu = om/kf
    fc, fq = float(f_closed(s, z, nu)), f_quad(s, z, nu)
    assert abs(fc - fq) < 1e-9
    print(f"omega = {om} bohr^-1 = {om/BOHR:.4f} angstrom^-1, nu = {nu:.6f}")
    print(f"  F = {fc:.7f} (quad {fq:.7f}), eps_SR = {fc*e_lda:.7f} hartree = {fc*e_lda*HA:.5f} eV")
    if 0 < om < 1:
        lin = f0 - 4*float(RPI)/3*nu
        print(f"  small nu: linear {lin:.6f}, cubic {lin + c3*nu**3:.6f}; "
              f"omega/sqrt(pi) = {om/float(RPI)*HA:.4f} eV, eps_SR-eps_x = {(fc - f0)*e_lda*HA:.4f} eV")
    elif om > 1:
        lead = -2*j0/(9*nu**2)
        print(f"  large nu: 1 term {lead:.7f}, 2 terms {lead - j2/(6*nu**4):.7f}; "
              f"-pi n/(4 omega^2) = {-math.pi*n/(4*om*om)*HA:.5f} eV")
for om in (0.11, 2.0):
    nu = om/kf
    gas = 4*quad(lambda y: spherical_jn(1, y)**2/y*erfc(nu*y), 0, 6/nu, limit=800, epsabs=1e-11)[0]
    aa = nu/2
    exact = 1 - 8/3*aa*(float(RPI)*math.erf(1/nu) + (2*aa - 4*aa**3)*math.exp(-1/nu**2) - 3*aa + 4*aa**3)
    assert abs(gas - exact) < 1e-8
    print(f"s=0, omega={om} bohr^-1: F HJS = {float(f_closed(0, 0, nu)):.6f}, exact gas hole = {gas:.6f}")
print("ALL CHECKS PASSED")
```

Output:

```
1 bohr = 0.529177 angstrom, 1 hartree = 27.211386 eV
inputs A,B,C,D = 0.757211, -0.106364, -0.118649, 0.60965
PBE target: kappa = 0.804, mu = 0.219515
s=0: J0 = -0.5000002, J2 = 0.0999998, Ebar = -0.0477962
s=0: F0 = 1.0000002, nu^2 coefficient = 2.00000000
universal slope -4 sqrt(pi)/3 = -2.363272
max error normalization (quadrature) = 0.0e+00
max |F closed - F quadrature| = 2.2e-16
max |F - libxc|: inferred zeta 1.4e-15, root zeta 7.1e-05
example: a = 3.52 angstrom = 6.65184 bohr, 40 electrons per cell, s = 1.0
n = 0.135905 bohr^-3 = 0.91713 angstrom^-3
kF = 1.590568 bohr^-1 = 3.00574 angstrom^-1, |grad n| = 0.432332 bohr^-4
eps_LDA = -0.379720 hartree = -10.3327 eV
F_PBE(1) = 1.172435, zeta = 0.031863, sqrt(zeta) = 0.178502
eta = 0.789074, lambda = 0.641513, Cbar = -0.164210, Ebar = -0.125700
J0 = -0.500000, J2 = 0.070370, M4 = -14.350911, c3 = 4.798006
large-nu coefficients: -2J0/9 = 0.111111, -J2/6 = -0.011728
omega = 0.11 bohr^-1: nu = 0.069158, chi = 0.086025
R_zeta, R_eta, R_lambda = 0.191430, 0.890986, 0.803925
  A: +0.757211 (omega=0), +0.757211 (omega=0.11)
  B term: +0.073690 (omega=0), +0.067351 (omega=0.11)
  C term: +0.177340 (omega=0), +0.154513 (omega=0.11)
  E term: +0.423222 (omega=0), +0.355293 (omega=0.11)
  root term: +0.000000 (omega=0), -0.096759 (omega=0.11)
  zeta log: -0.095665 (omega=0), -0.077050 (omega=0.11)
  eta log: -0.163363 (omega=0), -0.150007 (omega=0.11)
libxc HJS-PBE (fitted H) at omega=0.11: F = 1.010587
omega = 0.0 bohr^-1 = 0.0000 angstrom^-1, nu = 0.000000
  F = 1.1724352 (quad 1.1724352), eps_SR = -0.4451972 hartree = -12.11443 eV
omega = 0.11 bohr^-1 = 0.2079 angstrom^-1, nu = 0.069158
  F = 1.0105510 (quad 1.0105510), eps_SR = -0.3837265 hartree = -10.44173 eV
  small nu: linear 1.008997, cubic 1.010584; omega/sqrt(pi) = 1.6888 eV, eps_SR-eps_x = 1.6727 eV
omega = 0.4 bohr^-1 = 0.7559 angstrom^-1, nu = 0.251483
  F = 0.6397907 (quad 0.6397907), eps_SR = -0.2429414 hartree = -6.61077 eV
  small nu: linear 0.578114, cubic 0.654424; omega/sqrt(pi) = 6.1410 eV, eps_SR-eps_x = 5.5037 eV
omega = 2.0 bohr^-1 = 3.7795 angstrom^-1, nu = 1.257413
  F = 0.0676960 (quad 0.0676960), eps_SR = -0.0257055 hartree = -0.69948 eV
  large nu: 1 term 0.0702752, 2 terms 0.0655835; -pi n/(4 omega^2) = -0.72613 eV
omega = 10.0 bohr^-1 = 18.8973 angstrom^-1, nu = 6.287064
  F = 0.0028038 (quad 0.0028038), eps_SR = -0.0010647 hartree = -0.02897 eV
  large nu: 1 term 0.0028110, 2 terms 0.0028035; -pi n/(4 omega^2) = -0.02905 eV
s=0, omega=0.11 bohr^-1: F HJS = 0.846130, exact gas hole = 0.846112
s=0, omega=2.0 bohr^-1: F HJS = 0.064619, exact gas hole = 0.064164
ALL CHECKS PASSED
```
